# Astigmatism and the focus separation of horizontal and vertical gratings

## The problem

A projection lens of numerical aperture NA = 0.33 works at a wavelength λ = 13.5 nm. Its one wavefront error is astigmatism,

\[
W(\rho,\theta)=a\,\rho^2\cos 2\theta ,\qquad a=0.5\ \text{nm}.
\]

Here \(W\) is an optical path length, \(\rho\) is the distance from the pupil centre in units of the pupil radius, and \(\theta\) is the pupil angle measured from the \(x\) axis. The coefficient multiplies \(\rho^2\cos2\theta\) as written, with no normalising factor.

The lens images two gratings with equal lines and spaces and a pitch \(p\) = 64 nm. One has vertical lines, which run along \(y\) and repeat along \(x\). The other has horizontal lines, which run along \(x\) and repeat along \(y\). The illumination is coherent and on axis, and each image is formed by three beams: the zeroth order and the two first orders.

How far apart are the best focuses of the two gratings in the paraxial approximation? Does the answer depend on the pitch?

## A tempting solution

Vertical lines diffract along \(x\), so their first orders cross the pupil at \(\theta=0\) and \(\theta=\pi\). There \(\cos2\theta=1\), and the lens adds the path \(a\rho^2\). A displacement \(z\) of the wafer changes the path by an amount of size \(zNA^2\rho^2/2\). The two cancel when

\[
\frac{zNA^2}{2}=a,\qquad z=\frac{2a}{NA^2}=\frac{2\times0.5\ \text{nm}}{0.1089}=9.18\ \text{nm}.
\]

Horizontal lines diffract along \(y\), at right angles to the direction in which the lens is astigmatic. Their orders therefore meet no error, and they stay in focus at \(z=0\). The separation is 9.18 nm.

## Where it fails

The treatment of the vertical lines is sound. The fault lies in the claim that the orders of the horizontal lines meet no error. They cross the pupil at \(\theta=\pm\pi/2\), where

\[
\cos2\theta=\cos(\pm\pi)=-1 .
\]

The path there is \(-a\rho^2\), as large as on the \(x\) axis and of opposite sign. The term vanishes on the diagonals, at 45 degrees to both axes.

The tempting argument would suit a different aberration, \(a\rho^2\cos^2\theta\), which does vanish along \(y\). The identity \(\cos^2\theta=(1+\cos2\theta)/2\) shows how the two are related:

\[
a\rho^2\cos^2\theta=\frac a2\,\rho^2+\frac a2\,\rho^2\cos2\theta .
\]

The first part is plain defocus, which moves both gratings together. The second is the astigmatism of our problem with half the coefficient. The same number \(a\) thus describes two different lenses, depending on the function it multiplies.

## The right solution

### The three beams

Let the mask transmit amplitude 1 in the spaces and 0 in the lines, with a space centred at \(x=0\). We take the mask to be thin, so that its diffracted amplitudes are the Fourier coefficients of this pattern:

\[
A_m=\frac1p\int_{-p/4}^{p/4}e^{-2\pi i m x/p}\,dx=\frac{\sin(\pi m/2)}{\pi m}.
\]

This gives \(A_0=1/2\) (the limit \(m\to0\)), \(A_1=A_{-1}=1/\pi\) and \(A_2=0\). All are real and the same for both orientations.

At the wafer, the first orders travel at an angle \(\beta\) to the axis, with \(\sin\beta=\lambda/p\). The pupil edge corresponds to a sine equal to NA, so the first orders lie at the pupil radius

\[
g=\frac{\lambda}{p\,NA}=\frac{13.5}{64\times0.33}=0.639,\qquad g^2=0.4086 .
\]

They pass because \(g<1\), which requires a pitch of at least \(\lambda/NA\) = 40.9 nm. The second orders have zero amplitude, and the third orders, at \(3g>1\), are blocked. Three beams remain.

### The path due to defocus

Let \(z\) be the position of the wafer plane, counted along the direction of propagation from the nominal focus. A plane wave that meets the pupil at radius \(\rho\) has an axial direction cosine \(\sqrt{1-NA^2\rho^2}\). Moving the plane by \(z\) adds the path

\[
z\sqrt{1-NA^2\rho^2}\approx z-\frac{zNA^2\rho^2}{2}.
\]

This is the paraxial step: the square root is expanded to first order in \(NA^2\rho^2\). The term \(z\) is common to all beams and has no effect on the intensity. The second term is the relative path of defocus.

We write the phase factor of a path \(W\) as \(\exp(2\pi iW/\lambda)\). With the opposite sign convention for \(W\) or for \(z\), the two gratings would exchange their focuses, and the distance between them would be the same.

The phase of either first order relative to the zeroth is then

\[
\varphi=\frac{2\pi}{\lambda}\,g^2\left(\pm a-\frac{zNA^2}{2}\right),
\]

with the plus sign for vertical lines and the minus sign for horizontal lines. The two first orders of one grating share the same phase, because \(\cos2\theta\) is unchanged when \(\theta\) increases by \(\pi\).

### The image and its best focus

Let \(x\) now denote the coordinate along which the grating in question repeats, and write \(c=\cos(2\pi x/p)\). The field is

\[
U=A_0+A_1e^{i\varphi}\left(e^{2\pi ix/p}+e^{-2\pi ix/p}\right)=A_0+2A_1c\,e^{i\varphi}.
\]

Its squared magnitude is

\[
I=\left(A_0+2A_1c\,e^{i\varphi}\right)\left(A_0+2A_1c\,e^{-i\varphi}\right)
=A_0^2+4A_0A_1c\cos\varphi+4A_1^2c^2 .
\]

Focus enters through \(\cos\varphi\) alone. The image is therefore the same at \(+\varphi\) and \(-\varphi\), and its part with the period of the grating, \(4A_0A_1c\cos\varphi\), is largest at \(\varphi=0\).

The steepness of the image at the line edge is a practical measure of focus. The normalised log-slope is the line width \(p/2\) times \(|dI/dx|/I\), taken at the nominal edge \(x=p/4\). There \(c=0\) and \(dc/dx=-2\pi/p\), so that

\[
I=A_0^2,\qquad
\frac{dI}{dx}=\left(4A_0A_1\cos\varphi+8A_1^2c\right)\frac{dc}{dx}=-\frac{8\pi}{p}A_0A_1\cos\varphi .
\]

For \(\cos\varphi>0\) the log-slope is

\[
\frac p2\cdot\frac{8\pi}{p}\cdot\frac{A_1}{A_0}\cos\varphi
=4\pi\cdot\frac{2}{\pi}\cos\varphi=8\cos\varphi .
\]

It too peaks at \(\varphi=0\), which we take as best focus. The magnitude of the cosine returns to 1 at \(\varphi=\pm\pi\), but there the periodic part has changed sign and bright and dark are exchanged. The best focus meant here is the one nearest \(z=0\).

### The separation

Setting \(\varphi=0\) gives

\[
\pm a-\frac{zNA^2}{2}=0,\qquad
z_V=+\frac{2a}{NA^2},\qquad z_H=-\frac{2a}{NA^2}.
\]

The separation is

\[
\boxed{\Delta z=z_V-z_H=\frac{4a}{NA^2}}
\]

and for the given lens

\[
\Delta z=\frac{4\times0.5\ \text{nm}}{0.1089}=18.37\ \text{nm}\approx18\ \text{nm}.
\]

A numerical search for the strongest periodic part of the image, with the fields summed from paraxial plane waves, puts the focuses at +9.18 nm and −9.18 nm. The numerical output below lists these values with those used in the following sections.

The pitch has dropped out, and so has the wavelength. Both the astigmatic path and the defocus path grow as \(\rho^2\), so the wafer position that cancels them at one pupil radius cancels them at every radius along that axis. A finer pitch makes the phase \(\varphi\) change faster with \(z\), but it does not move the point where \(\varphi\) vanishes.

The same reasoning covers a grating that repeats along a direction at angle \(\alpha\) to the \(x\) axis. Its first orders lie at \(\theta=\alpha\) and \(\alpha+\pi\), so \(a\) is replaced by \(a\cos2\alpha\), and best focus is at \(2a\cos2\alpha/NA^2\). This runs from \(z_V\) at \(\alpha=0\) to \(z_H\) at 90 degrees and is zero at 45 degrees. The tempting solution gave the horizontal lines the focus that belongs to the diagonal ones.

## An extended source

Lithographic sources have a finite angular size. Let one source point send its zeroth order to the pupil position \((s_x,s_y)\). For vertical lines, order \(m\) then lies at \((s_x+mg,\,s_y)\). In Cartesian pupil coordinates \(X=\rho\cos\theta\) and \(Y=\rho\sin\theta\), we have \(\rho^2\cos2\theta=X^2-Y^2\), and the sum of astigmatism and paraxial defocus is

\[
a(X^2-Y^2)-\frac{zNA^2}{2}(X^2+Y^2)
=\left(a-\frac{zNA^2}{2}\right)X^2-\left(a+\frac{zNA^2}{2}\right)Y^2 .
\]

All orders from this source point have the same \(Y=s_y\). The second term gives them a common phase, which the intensity does not contain. At \(z=z_V\) the first term vanishes as well. No relative phase is left, and the image of the vertical lines is that of a lens without aberration. This holds for each source point, hence also for the sum of their intensities.

That plane is still the best focus. Since \(A_2=0\), the part of the image with period \(p\) comes from interference of the zeroth order with a first order, and every such pair has the positive weight \(A_0A_1\). Contributions with positive weights add up to the most when their phases agree, as they do at \(z_V\). The maximum can be flat: if a source point at \(s_x=\pm g/2\) passes only two orders, they have the same \(X^2\), their interference does not depend on \(z\), and a source made only of such points singles out no best focus. For horizontal lines, \(X\) and \(Y\) exchange roles and the plane is \(z_H\). The paraxial separation therefore remains \(4a/NA^2\). Numerical images for uniform disc sources with radii of 0.25 and 0.8 of the pupil radius confirm this.

## Without the paraxial approximation

At NA = 0.33 the expansion of the square root is good but not perfect. Keep the full direction cosines, and consider two interfering orders of the vertical grating with direction cosines \(\gamma_1\) and \(\gamma_2\), at pupil positions \(X_1\) and \(X_2\) with the same \(Y\). Their paths are equal when

\[
a(X_1^2-X_2^2)+z(\gamma_1-\gamma_2)=0 .
\]

From \(\gamma^2=1-NA^2(X^2+Y^2)\) it follows that \(X_1^2-X_2^2=(\gamma_2^2-\gamma_1^2)/NA^2\). Insert this and divide by \(\gamma_2-\gamma_1\), which is not zero for a pair whose interference depends on focus:

\[
z=\frac{a(\gamma_1+\gamma_2)}{NA^2}.
\]

With on-axis illumination the zeroth order has \(\gamma_1=1\) and the first orders have \(\gamma_2=\cos\beta\). The horizontal grating gives the opposite value, so

\[
\Delta z=\frac{2a(1+\cos\beta)}{NA^2},\qquad \sin\beta=\frac{\lambda}{p}.
\]

For large pitch, \(\cos\beta\to1\) and the paraxial result returns. At 64 nm pitch the separation is 18.16 nm, about 1% below the paraxial value. At the smallest three-beam pitch, 40.9 nm, it is 17.85 nm, about 3% below. On axis, the answer "about 18 nm" thus holds at every pitch that gives three beams, with a weak dependence on pitch that the paraxial formula misses.

With a disc source, different pairs of orders have slightly different best planes, and the image settles on a compromise. At 64 nm pitch, with best focus taken where the part of the image with period \(p\) is strongest, the numerical separation is 18.07 nm for the source radius 0.25 and 17.94 nm for 0.8. The compromise depends slightly on the criterion: focusing by the log-slope instead changes these values by a few hundredths of a nanometre.

## What the separation costs

Suppose that both gratings have to print in one exposure, with the wafer at one height. The symmetric choice is \(z=0\), where the phase has the magnitude

\[
|\varphi|=\frac{2\pi a g^2}{\lambda}=\frac{2\pi\times0.5\times0.4086}{13.5}=0.0951\ \text{rad}.
\]

The log-slope is \(8\cos(0.0951)=7.964\) instead of 8, a loss of 0.45%. The loss is so small because the image depends on the phase to second order near best focus.

The separation matters more for the usable focus range. Since \(g\,NA=\lambda/p\), the paraxial phase can be written in terms of the distance from best focus (full direction cosines would make the ranges below about 1% narrower):

\[
|\varphi|=\frac{\pi g^2NA^2}{\lambda}\,|z-z_V|=\frac{\pi\lambda}{p^2}\,|z-z_V| .
\]

Suppose that the log-slope must stay above 90% of its peak. This requires \(|\varphi|\le\arccos0.9=0.451\) rad, and the full range for one orientation is

\[
2\times0.451\times\frac{p^2}{\pi\lambda}=2\times0.451\times96.6\ \text{nm}=87\ \text{nm}.
\]

The ranges of the two orientations have equal widths and are displaced by 18 nm. They overlap over 87 − 18 = 69 nm, so about a fifth of the range is lost. That fraction belongs to this pitch and this criterion. The 18 nm subtracted is, paraxially, the same for other three-beam pitches.

## Which coefficient is meant

Some wavefront reports use terms normalised to unit rms value over the pupil. The mean square of \(\rho^2\cos2\theta\) over the unit disc is

\[
\frac1\pi\int_0^{2\pi}\cos^22\theta\,d\theta\int_0^1\rho^4\,\rho\,d\rho=\frac1\pi\cdot\pi\cdot\frac16=\frac16 .
\]

The rms wavefront error of our lens is therefore \(0.5/\sqrt6=0.204\) nm. If 0.5 nm were instead the coefficient of the normalised term \(\sqrt6\,\rho^2\cos2\theta\), the separation would be \(\sqrt6\) times larger, 45.0 nm. The function that goes with a coefficient has to be known before the coefficient is turned into a focus shift.

## The model beside a real scanner

The wavelength and aperture are those of a class of extreme-ultraviolet scanners, and 64 nm is a relaxed pitch for them. The total wavefront error of such lenses is, as a rough figure, a few tenths of a nanometre rms or less. An astigmatism of 0.204 nm rms in one term is therefore on the large side. Real systems also break the assumption of a thin mask. The masks are reflective, their absorber is several wavelengths thick, and the light strikes them obliquely, so the diffracted orders can acquire phases that differ between the two orientations. If the first orders of one grating carry an extra phase \(\psi\), the condition \(\varphi+\psi=0\) moves its best focus, in the paraxial approximation, by

\[
\delta z=\frac{p^2}{\pi\lambda}\,\psi=96.6\ \text{nm/rad}\times\psi .
\]

An assumed phase of 0.1 rad in one orientation alone shifts that focus by 9.66 nm, about half the separation due to the lens. The same phase in both orientations would leave the separation unchanged. A measured focus difference between horizontal and vertical lines is thus not by itself a measurement of lens astigmatism. The factor \(p^2\) offers a partial remedy: at fixed \(\psi\) the mask contribution varies with pitch, while the paraxial lens contribution does not. In practice \(\psi\) may itself change with pitch, which limits this method.

The focus shift caused by higher-order astigmatism also depends on pitch. Add a term \(b(4\rho^4-3\rho^2)\cos2\theta\) to the wavefront. On axis, setting the phase of the vertical grating to zero and dividing by \(g^2\) gives

\[
a+b(4g^2-3)-\frac{zNA^2}{2}=0 ,
\]

and the signs of \(a\) and \(b\) are reversed for the horizontal grating. The separation changes by

\[
\frac{4b(4g^2-3)}{NA^2}=\frac{4\times0.1\ \text{nm}\times(4\times0.4086-3)}{0.1089}=-5.02\ \text{nm}
\]

for an assumed \(b\) = 0.1 nm. A coefficient five times smaller than \(a\) thus removes more than a quarter of the separation at this pitch with on-axis illumination. Unlike the primary term, this one does not keep the form of defocus along an axis, so an extended source samples other pupil radii and gives a different change, about −2 nm for a disc source of radius 0.8. The change vanishes at \(g^2=3/4\) and has the opposite sign for still finer pitches.

The thickness of the resist, by contrast, leaves the separation alone in a simple model. Take a film of thickness \(t\) with refractive index 1 and no absorption, let \(z\) mark its upper surface, and average the image over its depth. Because \(\varphi\) is linear in \(z\), the average of \(\cos\varphi\) is largest when the middle of the film lies at the best focus of the thin image. Both orientations then shift by \(-t/2\), which is −17.5 nm for an assumed thickness of 35 nm, and their separation stays at 18.37 nm.

## Numbers as computed

```
numerical aperture NA: 0.33
wavelength: 13.5 nm
pitch: 64 nm
astigmatism coefficient a: 0.5 nm
NA squared: 0.1089
first-order pupil radius g: 0.639
g squared: 0.4086
smallest three-beam pitch: 40.9 nm
best focus, vertical lines (numerical): +9.18 nm
best focus, horizontal lines (numerical): -9.18 nm
separation (numerical): 18.37 nm
separation 4a/NA^2: 18.37 nm
best focus, 45 degree lines: 0.00 nm
phase at z = 0: 0.0951 rad
log-slope at best focus: 8.000
log-slope at z = 0: 7.964
log-slope loss at z = 0: 0.45 %
90% log-slope focus range, one orientation: 87.1 nm
90% log-slope focus range, both: 68.8 nm
rms wavefront error of the term: 0.204 nm
separation if a were rms-normalised: 45.0 nm
exact propagation, 64 nm pitch: 18.16 nm
exact propagation, 80 nm pitch: 18.23 nm
exact propagation, smallest pitch: 17.85 nm
exact propagation, disc source 0.25: 18.07 nm
exact propagation, disc source 0.8: 17.94 nm
assumed mask phase difference: 0.1 rad
focus shift per radian of mask phase: 96.6 nm/rad
focus shift from mask phase: 9.66 nm
assumed secondary astigmatism: 0.1 nm
separation change from it: -5.02 nm
assumed resist thickness: 35 nm
common focus shift from thickness: -17.5 nm
separation with thick resist: 18.37 nm
```
